# Electronic friction of a Newns-Anderson level: golden rule and scattering matrix, part 2

Nuclear coordinates $R_a$ move an adsorbate level coupled to a metal. We seek the electronic friction tensor, defined by $F_a=-\sum_b\eta_{ab}\dot R_b$. Electrons are independent, with Fermi function $f(\varepsilon)$ and energy derivative $f'$. Energies are measured from the Fermi level, formulas are per spin, and $\partial_a=\partial/\partial R_a$.

The real Hamiltonian $H(R)$ couples the level $|d\rangle$, at energy $\varepsilon_d$, with strength $V$ to $\sum_nu_n|\phi_n\rangle$. Here $u$ is a real unit vector and $|\phi_n\rangle$ are surface orbitals of identical, fixed leads with surface Green function $g$ and density $\rho=-\mathrm{Im}\,g/\pi$. For chain leads $t$ is the hopping. Let $x=\varepsilon-\varepsilon_d$, $\Sigma=V^2g$, $G=1/(x-\Sigma)$, $A=-\mathrm{Im}\,G/\pi$ and $\delta=\arg G$. In the wide band $\Sigma=-i\Gamma/2$, with $\Gamma=2\pi V^2\rho$ independent of energy, and

$$\eta_{ab}=\int d\varepsilon\,(-f')\Big[\pi\hbar A^2\lambda_a\lambda_b+\hbar\Gamma A\,\partial_au\cdot\partial_bu\Big],\qquad\lambda_a=\partial_a\varepsilon_d+x\,\partial_a\ln\Gamma.\tag{1}$$

The second term is channel rotation.

**Golden rule.** For eigenstates $\nu$, let $d_\nu=\langle d|\nu\rangle$, $M^a_{\nu\nu'}=\langle\nu|\partial_aH|\nu'\rangle$ and $\hbar\omega_{\nu'\nu}=\varepsilon_{\nu'}-\varepsilon_\nu$. A small pulse with Fourier transform $\tilde R(\omega)$ deposits

$$\Delta E=\frac12\sum_{\nu\nu'}(f_\nu-f_{\nu'})\frac{\omega_{\nu'\nu}}{\hbar}|M\cdot\tilde R|^2=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\omega^2\,\tilde R^*\cdot\eta(\omega)\tilde R,\tag{3}$$

The slow limit is

$$\eta_{ab}(0)=\pi\hbar\int d\varepsilon\,(-f')\,\mathrm{Tr}\big[\partial_aH\,\delta(\varepsilon-H)\,\partial_bH\,\delta(\varepsilon-H)\big].\tag{4}$$

Between bright states (level plus the lead combination along $u$),

$$M^a_{\nu\nu'}=d_\nu d_{\nu'}\big[\partial_a\varepsilon_d+\partial_a\ln V\,(\varepsilon_\nu+\varepsilon_{\nu'}-2\varepsilon_d)\big].\tag{5}$$

With subscript $+$ for argument $\varepsilon+\hbar\omega$ and $\bar\lambda_a=\partial_a\varepsilon_d+2\,\partial_a\ln V\,(\varepsilon+\hbar\omega/2-\varepsilon_d)$,

$$\eta_{ab}(\omega)=\pi\hbar\int d\varepsilon\,\frac{f-f_+}{\hbar\omega}\Big[AA_+\bar\lambda_a\bar\lambda_b+V^2(A\rho_++\rho A_+)\,\partial_au\cdot\partial_bu\Big].\tag{6}$$

A mode of mass $m$ relaxes at rate $\eta_{aa}(\omega)/m$. Finite eigenstate sums use a Gaussian of width $\sigma$ for the delta function, with error $O(\sigma^2)$. Their diagonal terms are a fraction $\Delta/(\sigma\sqrt{2\pi})$ of the bright part, $\Delta$ being the level spacing.

**Scattering.** For slow motion, the frozen scattering matrix $S(\varepsilon,R)$ gives

$$\eta_{ab}=\frac{\hbar}{4\pi}\int d\varepsilon\,(-f')\,\mathrm{Re}\,\mathrm{Tr}\big[\partial_aS^\dagger\,\partial_bS\big].\tag{7}$$

For the level, $\partial_a\ln G=G\,(\partial_a\varepsilon_d+2\,\partial_a\ln V\,\Sigma)$ and $\partial_a\delta=-\pi A\lambda_a$.

## What each derivation assumes

Both need independent electrons and a continuum. The agreement is not special to one level. Let $H=H_0+U(R)$ with $U$ confined to the scatterer, $\mathcal G=(\varepsilon+i0-H)^{-1}$ and $T=U+U\mathcal GU$. Using $\partial\mathcal G=\mathcal G\,\partial U\,\mathcal G$,

$$\partial T=\partial U+\partial U\,\mathcal GU+U\mathcal G\,\partial U+U\mathcal G\,\partial U\,\mathcal GU=(1+U\mathcal G)\,\partial U\,(1+\mathcal GU).$$

The scattering states built on free states $\varphi_n$ are $|\psi_n^+\rangle=(1+\mathcal GU)|\varphi_n\rangle$ and $\langle\psi_m^-|=\langle\varphi_m|(1+U\mathcal G)$, and $S_{mn}=\delta_{mn}-2\pi iT_{mn}$. Thus $\partial_aS_{mn}=-2\pi i\langle\psi_m^-|\partial_aH|\psi_n^+\rangle$. With energy normalization either set resolves the shell, $\sum_n|\psi_n^\pm\rangle\langle\psi_n^\pm|=\delta(\varepsilon-H)$, so $\mathrm{Tr}\,\partial_aS^\dagger\partial_bS=4\pi^2\,\mathrm{Tr}[\partial_aH\,\delta(\varepsilon-H)\,\partial_bH\,\delta(\varepsilon-H)]$, and (7) becomes (4).

The golden rule needs eigenstates and $\partial H$, no asymptotic region, and it holds at any $\omega$ to second order in the amplitude. The scattering form needs leads that do not move, since $\partial H_0=0$ was used, and it needs $\hbar\omega$ small on the energy scale of $S$, which is $\Gamma$ near resonance. In return it uses no wave function inside the scatterer and no broadening.

The numerical check uses a level on two tight-binding chains. Real-time propagation of small Gaussian pulses reproduces (3) with (6) within a tolerance of $10^{-3}$ relative to the prediction. Eigenstate sums test (5) and the $\sigma^2$ law, and wave-matched $S$ matrices test (7) and the identity for $\partial S$. The level has $\varepsilon_d=0.3\,t$, $V=0.6\,t$ and $kT=0.05\,t$, and two coordinates move it. For pulses with carrier $\hbar\omega_0=0.6\,t$ along the directions $(1,0)$, $(0,1)$ and $(1,1)$, the absorbed energy is 0.72, 0.79 and 0.87 of the value obtained with $\eta(0)$; without carrier the three ratios are 0.989, 0.995 and 1.001. Other directions can give values outside these ranges.

The wide-band step is a separate assumption that neither derivation needs before its last line. For a chain inside its band, $g=(\varepsilon-i\sqrt{4t^2-\varepsilon^2})/2t^2$, so $\Gamma=2V^2/t$ at band centre and $\mathrm{Re}\,\Sigma=\Gamma\varepsilon/4t$, a correction of first order in $\Gamma/t$. It vanishes at the Fermi level, which here lies at band centre, so the first-order change of the friction falls as $(kT)^2$ at low temperature. The size of the deviation depends on the level and on how it moves. For $\varepsilon_d=\Gamma=1$ eV, $kT=0.1$ eV and three coordinates with $\partial\varepsilon_d=(1,-4,0.5)$ eV/Å, $\partial\ln\Gamma=(-2,1,0.3)$ Å$^{-1}$ and $u=(\cos\theta,\sin\theta)$ with $\partial\theta=(0.4,0,1)$ Å$^{-1}$, the norm of the deviation from (1), relative to the norm of (1), is $1.9\times10^{-3}$ at $t=50$ eV and $9.4\times10^{-4}$ at $t=100$ eV.

## Closed form and rank in the wide band

Write $\langle X\rangle=\int d\varepsilon\,(-f')X$. With $\Sigma=-i\Gamma/2$, $\partial_a\delta=\mathrm{Im}(c_aG)$ where $c_a=\partial_a\varepsilon_d-i\,\partial_a\Gamma/2$. The identity $\mathrm{Im}X\,\mathrm{Im}Y=\tfrac12\mathrm{Re}(XY^*-XY)$ turns $(\hbar/\pi)\langle\partial_a\delta\,\partial_b\delta\rangle$ into the first term of

$$\eta_{ab}=\frac{\hbar}{2\pi}\mathrm{Re}\big[c_ac_b^*\langle|G|^2\rangle-c_ac_b\langle G^2\rangle\big]+\hbar\Gamma\langle A\rangle\,\partial_au\cdot\partial_bu.\tag{8}$$

The pole expansion $f=\tfrac12+kT\sum_n(i\omega_n-\varepsilon)^{-1}$, $\omega_n=(2n+1)\pi kT$, gives $-f'=-kT\sum_n(\varepsilon-i\omega_n)^{-2}$. Closing the contour in the upper half plane, where $G$ is analytic, each double pole contributes $2\pi i(-kT)\,dG/d\varepsilon=2\pi i\,kT\,G(i\omega_n)^2$. Since $1/G(i\omega_n)=2\pi i\,kT\,(n+z)$ with $z=\tfrac12+(\Gamma/2+i\varepsilon_d)/2\pi kT$, and $\sum_{n\ge0}(n+z)^{-2}$ is the trigamma function $\psi'(z)$,

$$\langle G\rangle=\frac{\psi'(z)}{2\pi i\,kT},\qquad\langle G^2\rangle=\frac{\partial\langle G\rangle}{\partial\varepsilon_d}=\frac{\psi''(z)}{(2\pi kT)^2},\qquad\langle|G|^2\rangle=-\frac{2}{\Gamma}\mathrm{Im}\langle G\rangle .$$

The second uses $\partial G/\partial\varepsilon_d=G^2$ and $\partial z/\partial\varepsilon_d=i/2\pi kT$; the third uses $\mathrm{Im}\,G=-(\Gamma/2)|G|^2$.

At $T=0$ and fixed $u$, integrating the Lorentzian up to the Fermi level gives the occupation $n_d=\tfrac12+\pi^{-1}\arctan(-2\varepsilon_d/\Gamma)$, while $\delta(0)=-\pi/2+\arctan(-2\varepsilon_d/\Gamma)$. Hence $n_d=1+\delta/\pi$ and $\eta_{ab}=\pi\hbar\,\partial_an_d\,\partial_bn_d$. This tensor has rank one: motion that keeps $n_d$ constant is frictionless in the slow limit $\omega\to0$, though in general not at finite $\omega$. At finite $T$, still with fixed $u$, $\lambda=p+\varepsilon q$ with $q=\partial\ln\Gamma$ and $p=\partial\varepsilon_d-\varepsilon_dq$ lies in a plane, so the rank is at most two. For two coordinates, with $w=A^2$ and $p\times q=p_1q_2-p_2q_1=\partial\varepsilon_d\times q$, expanding the determinant of $\langle w\rangle pp^T+\langle w\varepsilon\rangle(pq^T+qp^T)+\langle w\varepsilon^2\rangle qq^T$ gives

$$\det\eta=(\pi\hbar)^2(p\times q)^2\big[\langle w\rangle\langle w\varepsilon^2\rangle-\langle w\varepsilon\rangle^2\big].$$

Expanding $w$ about $\varepsilon=0$ with the Sommerfeld moments $m_2=\langle\varepsilon^2\rangle=\pi^2(kT)^2/3$ and $\langle\varepsilon^4\rangle=7\pi^4(kT)^4/15=4.2\,m_2^2$, the bracket is $(w+\tfrac12w''m_2)(wm_2+2.1\,w''m_2^2)-(w'm_2)^2$, that is

$$w^2m_2\Big\{1+m_2\big[2.6\,w''/w-(w'/w)^2\big]+O(T^4)\Big\}.\tag{9}$$

## Worked example

A model diatomic has height $z$, bond length $r$ and lateral position $X$ (labelled x in the printed output). The round parameters are $\varepsilon_d=1$ eV, $\Gamma=1$ eV, $\partial\varepsilon_d=(1,-4,0)$ eV/Å, $\partial\ln\Gamma=(-2,0,0)$ Å$^{-1}$, $u=(\cos\theta,\sin\theta)$ with $\partial\theta=(0,0,1)$ Å$^{-1}$, and masses 28, 7 and 28 u. Both spins are counted, so all formulas are doubled. Here $\hbar=0.65821$ meV ps and $\eta$ is in meV ps Å$^{-2}$.

**Zero temperature.** At the Fermi level $x=-1$ eV, so $A=(1/2\pi)/1.25=0.12732$ eV$^{-1}$, $\lambda_z=1+(-1)(-2)=3$ eV/Å and $\lambda_r=-4$ eV/Å. With $2\pi\hbar A^2=2\pi\times0.65821\times0.12732^2=0.06704$, multiplication by 9, $-12$ and 16 gives $\eta_{zz}=0.603$, $\eta_{zr}=-0.805$, $\eta_{rr}=1.073$. In this model the lateral element comes from channel rotation alone: $\eta_{XX}=2\times0.65821\times1\times0.12732=0.168$. This relies on the leads being independent, which neighbouring sites of one metal are not. For two adjacent sites of a single chain with hopping $-t$, at band centre, the off-diagonal Green function is $1/2t$ and $\Gamma=V^2/t$, so $\mathrm{Re}\,\Sigma=(\Gamma/2)\sin2\theta$ even in the wide band. The rotation then also shifts the level, which adds $\pi\hbar A^2\Gamma^2\cos^22\theta\,(\partial\theta)^2$ per spin (40% of the rotation term at $\theta=0$ for the same $A$ and $\Gamma$) and couples $X$ to $r$. The occupation slopes $\partial_zn_d=-0.38197$ and $\partial_rn_d=0.50930$ Å$^{-1}$, obtained by quadrature of $n_d$, equal $-A\lambda$, and the $z$-$r$ block has eigenvalues 0 and 1.676.

**300 K.** Here $kT=0.02585$ eV, the polygamma argument is $3.5782+6.1564\,i$, $\langle G\rangle=-0.80027-0.40156\,i$ eV$^{-1}$ and $\langle G^2\rangle=0.47877+0.64407\,i$ eV$^{-2}$, so $\langle|G|^2\rangle=0.80312$ eV$^{-2}$. The coefficients are $c_z=1+i$ and $c_r=-4$ in eV/Å, and the doubled prefactor is $\hbar/\pi=0.20951$. Equation (8) gives

$$\eta_{zz}=0.20951\,[2(0.80312)+2(0.64407)]=0.606,$$
$$\eta_{zr}=0.20951\,[-4(0.80312)+4(0.47877-0.64407)]=-0.812,$$
$$\eta_{rr}=0.20951\times16\,(0.80312-0.47877)=1.087,$$

and $\eta_{XX}=2\times0.65821\times0.40156/\pi=0.168$. Dividing by $1\,{\rm u}=0.10364$ meV ps$^2$ Å$^{-2}$, these are 5.85, $-7.83$, 10.5 and 1.62 u/ps, and the rates $\eta_{aa}/m_a$ are 0.209, 1.50 and 0.058 ps$^{-1}$. Dropping $\partial\Gamma$ would give $\eta_{zz}=0.068$, smaller by a factor 8.9, because $\lambda_z$ at the Fermi level falls from 3 to 1 eV/Å.

The thermal changes follow from the shape of $w\propto D^{-2}$, $D=x^2+\Gamma^2/4$. At the Fermi level $D=1.25$, $D'=-2$, $D''=2$ in powers of eV, so $w'/w=-2D'/D=3.2$ eV$^{-1}$ and $w''/w=6(D'/D)^2-2D''/D=12.16$ eV$^{-2}$, while $m_2=0.00220$ eV$^2$. Since $\lambda_r$ is constant, $\eta_{rr}$ grows by $\tfrac12m_2w''/w=1.3\%$, against $1.0873/1.0727-1=1.4\%$. The determinant of the $z$-$r$ block is $6.63\times10^{-4}$, which is 4.9% above the leading $T^2$ value $6.33\times10^{-4}$ although $kT/\Gamma$ is below 0.03. Equation (9) accounts for most of this: $0.00220\,(2.6\times12.16-3.2^2)=4.7\%$. The small eigenvalue is 0.0004 at 300 K and 0.094 at 3000 K, where $\eta_{rr}$ has risen to 3.09.

**Finite frequency.** For a stretch quantum $\hbar\omega=0.25$ eV, (6) gives $\eta_{rr}=1.140$ (11.0 u/ps), 4.8% above the static value that (7) supplies. At low $T$ the window averages the mean energy uniformly over a width $\hbar\omega$, contributing $(\hbar\omega)^2w''/24w=3.2\%$. The product $AA_+$ at fixed mean energy is $A^2[1+(\hbar\omega/2)^2(\ln A)'']$ with $(\ln A)''=(D'/D)^2-D''/D=0.96$ eV$^{-2}$, contributing 1.5%, for 4.7% at order $\omega^2$. The vibrational lifetime $m_r/\eta_{rr}$ is $7\times0.10364/1.1395=0.64$ ps with the golden-rule value at the mode frequency and 0.67 ps with the scattering value.

## Computed values

```
lattice (units t,hbar=1): ed=0.3 V=0.6 th=0.4 kT=0.05
 d ed=[ 1.  -0.5] d lnV=[-0.7  0.4] d th=[0.5 0.8]
reduced eta(0) 11,12,22 = 1.824389 -0.746779 0.710705
pulse: tau=8/t, amplitude=0.004, N=110 per lead
 w0=0.0 n=[1. 0.] dE=3.19844e-06 t pred=3.19861e-06 t dE/Markov=0.9891
 w0=0.0 n=[0. 1.] dE=1.25284e-06 t pred=1.25285e-06 t dE/Markov=0.9946
 w0=0.0 n=[1. 1.] dE=1.84816e-06 t pred=1.84817e-06 t dE/Markov=1.0011
 w0=0.6 n=[1. 0.] dE=5.47956e-05 t pred=5.47963e-05 t dE/Markov=0.7199
 w0=0.6 n=[0. 1.] dE=2.35334e-05 t pred=2.35335e-05 t dE/Markov=0.7936
 w0=0.6 n=[1. 1.] dE=3.77667e-05 t pred=3.77668e-05 t dE/Markov=0.8691
state sum N=300 sigma=0.04: 1.823226 -0.746006 0.710513, dev from eta(0)=7.23e-04
state sum N=300 sigma=0.08: 1.819411 -0.743556 0.709811, dev from eta(0)=3.06e-03
diagonal-term share (sigma=0.04) = 0.2060, spacing estimate = 0.2082
S-matrix eta 11,12,22 = 1.824388 -0.746779 0.710705
chain vs wide band (kT=0.1 eV), t=50,100 eV: rel dev 1.88e-03 9.40e-04
example (z,r,x): ed=1.0 eV Gamma=1.0 eV masses=[28.  7. 28.] u
 d ed=[ 1. -4.  0.] eV/A, d lnGamma=[-2.  0.  0.] 1/A, d theta=[0. 0. 1.] 1/A
hbar=0.65821 meV ps; 1 u=0.10364 meV ps^2/A^2
A(mu)=0.12732 1/eV; lambda z,r=3.000 -4.000 eV/A
n_d per spin=0.14758; dn_d/dz,dr=-0.38197 0.50930 1/A
eta in meV ps/A^2: zz zr rr xx | eigenvalues of zr block
    0 K: 0.6034 -0.8045 1.0727 0.1676 | 0.00000 1.6761
  300 K: 0.6064 -0.8116 1.0873 0.1683 | 0.00039 1.6933
 3000 K: 0.7833 -1.4377 3.0939 0.2256 | 0.09425 3.7830
300 K: kT=0.02585 eV, polygamma argument=3.5782+6.1564i
 <G>=-0.80027-0.40156i 1/eV, <G^2>=0.47877+0.64407i 1/eV^2
 det zr block=6.6341e-04, T^2 law=6.3253e-04 (meV ps/A^2)^2
 eta zz zr rr xx = 5.851 -7.831 10.491 1.624 u/ps
 eta/m z r x = 0.2090 1.4987 0.0580 1/ps
 dropping dGamma: eta_zz=0.0680 meV ps/A^2, true/dropped=8.92
 hbar w=0.25 eV: eta_rr=1.1395 meV ps/A^2 = 10.994 u/ps, ratio to w=0: 1.0480
 vibrational lifetime m_r/eta_rr: 0.6367 ps (w), 0.6673 ps (w=0)
```
